# The k1 factors of two extreme-ultraviolet line patterns

## Problem

A projection system with wavelength \(\lambda=13.5\) nm images equal lines and spaces onto a wafer. The half-pitch \(h\) is half the period \(p\) of the pattern, measured on the wafer, and NA is the numerical aperture on the wafer side, in vacuum. The factor \(k_1\) is defined by

\[
h=k_1\,\frac{\lambda}{\mathrm{NA}} .
\]

(a) Find \(k_1\) for \(h=13\) nm at NA 0.33 and for \(h=8\) nm at NA 0.55.

(b) Decide whether each pattern can be formed in a single exposure, and with what direction of illumination.

(c) Could the 8 nm pattern be formed at NA 0.33?

Treat the light as a scalar wave, the lens as free of aberrations and in focus, with a clear pupil that passes every accepted order with unchanged amplitude, and the mask as a thin binary grating with many lines whose period, scaled to the wafer, is \(p\).

## A tempting solution

Light falls on the mask along the optical axis. On the wafer side, where the period is \(p\), the first order has the direction sine \(\lambda/p\). Without the first order there is no image of the lines, so the lens must accept it:

\[
\frac{\lambda}{p}=\frac{\lambda}{2h}\le \mathrm{NA}
\quad\Longrightarrow\quad
h\ge \frac12\,\frac{\lambda}{\mathrm{NA}} .
\]

Comparison with the definition gives \(k_1=0.5\), for both systems. The smallest half-pitches are then

\[
\frac{40.91\ \text{nm}}{2}=20.45\ \text{nm}
\qquad\text{and}\qquad
\frac{24.55\ \text{nm}}{2}=12.27\ \text{nm}.
\]

Since 13 nm is less than 20.45 nm and 8 nm is less than 12.27 nm, neither pattern can be formed.

## Where it goes wrong

The grating equation is used correctly, and the two half-pitches are the true limits for light along the axis. The fault is in the step from this limit to "\(k_1=0.5\)". The definition assigns a \(k_1\) to every combination of half-pitch, aperture and wavelength. The value 0.5 belongs to one particular half-pitch, the smallest one that on-axis light can image. It is not the \(k_1\) of the patterns in the question.

The conclusion that the patterns are impossible has the same origin. It takes a limit derived for one direction of illumination and applies it to all directions. Tilting the illumination moves all diffraction orders sideways in the pupil, and an order that was lost can then enter the lens.

## Part (a): the two factors

Solving the definition for \(k_1\) gives

\[
k_1=\frac{h\,\mathrm{NA}}{\lambda}.
\]

Both \(h\) and \(\lambda\) are in nanometres, so \(k_1\) is a pure number. For the first pattern,

\[
k_1=\frac{13\ \text{nm}\times0.33}{13.5\ \text{nm}}
=\frac{4.29}{13.5}=0.318\approx0.32 ,
\]

and for the second,

\[
k_1=\frac{8\ \text{nm}\times0.55}{13.5\ \text{nm}}
=\frac{4.40}{13.5}=0.326\approx0.33 .
\]

The two values are close because the aperture grows by nearly the same factor as the half-pitch shrinks. The ratio of the second \(k_1\) to the first is

\[
\frac{8}{13}\times\frac{0.55}{0.33}=\frac{8}{13}\times\frac53=\frac{40}{39},
\]

so the second pattern is slightly less demanding by this measure.

## Part (b): which directions of light form an image

**The orders in the pupil.** Let \(x\) run across the lines, in wafer-scale coordinates. The amplitude leaving the mask under on-axis light is periodic and can be written as a Fourier series,

\[
t(x)=\sum_m a_m\,e^{2\pi i m x/p}.
\]

Now tilt the illumination in the \(x\) direction, so that it has direction sine \(s=\sigma\,\mathrm{NA}\) with \(0\le\sigma\le1\). This multiplies the series by \(e^{2\pi i s x/\lambda}\), and the term of order \(m\) becomes

\[
a_m\exp\!\left[\frac{2\pi i x}{\lambda}\left(s+\frac{m\lambda}{p}\right)\right].
\]

It is a plane wave with direction sine \(s+m\lambda/p\). Dividing by NA gives its position in a pupil whose edges lie at \(\pm1\):

\[
u_m=\sigma+mD,\qquad
D=\frac{\lambda}{p\,\mathrm{NA}}=\frac{\lambda}{2h\,\mathrm{NA}}=\frac{1}{2k_1}.
\]

Thus \(k_1\) fixes the spacing of the orders relative to the pupil. A small \(k_1\) means widely spaced orders.

**The cutoff.** One plane wave alone has uniform intensity and carries no lines. At least two orders must pass. Order zero is at \(\sigma\), inside the pupil. Its neighbour \(m=-1\) is at \(\sigma-D\), and it passes if

\[
\sigma-D\ge-1
\quad\Longleftrightarrow\quad
D\le1+\sigma
\quad\Longleftrightarrow\quad
k_1\ge\frac{1}{2(1+\sigma)} .
\]

No other order can rescue the image when this condition fails. Orders with \(m\le-2\) lie still further to the left. An order with \(m\ge1\) would need \(D\le1-\sigma\), which is a stricter condition.

For \(\sigma=0\) the cutoff is \(k_1=0.5\), the value in the tempting solution. For \(\sigma=1\), with order zero at the pupil edge, it falls to \(k_1=0.25\). Both patterns lie between these values. With this mask and a clear pupil they can be imaged, but not with on-axis light.

**The required tilt.** Solving \(D\le1+\sigma\) for the offset gives

\[
\sigma\ge\sigma_{\min}=D-1=\frac{1}{2k_1}-1 .
\]

For the 13 nm pattern \(D=1.573\), so \(\sigma_{\min}=0.573\). For the 8 nm pattern at NA 0.55, \(D=1.534\) and \(\sigma_{\min}=0.534\). In both cases the light must come from the outer part of the source.

**The contrast.** Place the origin at the centre of a bright space of width \(p/2\). The Fourier coefficients are

\[
a_m=\frac1p\int_{-p/4}^{p/4}e^{-2\pi i m x/p}\,dx
=\frac{\sin(\pi m/2)}{\pi m},
\]

with \(a_0=1/2\) from the direct integral. Hence \(a_{-1}=a_1=1/\pi\).

Both patterns have \(D>1\). For any \(\sigma\) between \(\sigma_{\min}\) and 1, order \(+1\) is then at \(\sigma+D>1\), and order \(-2\) is at \(\sigma-2D\le1-2D<-1\). Both are blocked, so two orders form the image. A phase factor common to both drops out of the intensity:

\[
\begin{aligned}
I(x)&=\left|a_0+a_1e^{-2\pi i x/p}\right|^2\\
&=a_0^2+a_1^2+2a_0a_1\cos\frac{2\pi x}{p}.
\end{aligned}
\]

The contrast is the difference of the largest and smallest intensity divided by their sum:

\[
C=\frac{2a_0a_1}{a_0^2+a_1^2}
=\frac{1/\pi}{1/4+1/\pi^2}
=\frac{4\pi}{\pi^2+4}\approx0.91 .
\]

The last form follows on multiplying numerator and denominator by \(4\pi^2\). With on-axis light only order zero passes, \(I=a_0^2=1/4\) everywhere, and the contrast is zero. The light reaches the wafer, but the lines are absent from it.

**The best place for the source.** In focus, and with the amplitudes unchanged by the lens, every allowed offset gives the same contrast. Defocus distinguishes them. Over a distance \(z\), a wave with direction sine \(q\) acquires the phase \((2\pi z/\lambda)\sqrt{1-q^2}\). If the two orders acquire different phases, with difference \(\varphi\), the fringes move. A second source point at \(-\sigma\) produces the mirror image, whose fringes move the opposite way. With equal, mutually incoherent sources the intensities add, and the average modulation is

\[
\frac12\left[\cos\!\left(\frac{2\pi x}{p}+\varphi\right)
+\cos\!\left(\frac{2\pi x}{p}-\varphi\right)\right]
=\cos\varphi\,\cos\frac{2\pi x}{p}.
\]

The contrast is multiplied by \(|\cos\varphi|\). The phase difference vanishes for every \(z\) if the two orders have opposite direction sines, \(\sigma=-(\sigma-D)\), which gives

\[
\sigma_{\mathrm{sym}}=\frac D2=\frac{1}{4k_1}.
\]

This is 0.787 for the first pattern and 0.767 for the second. A pair of small source poles at \(\pm\sigma_{\mathrm{sym}}\) is therefore a suitable illumination for both.

**A source that is not all useful.** Suppose that a fraction \(f\) of the illuminating power comes from allowed offsets along \(x\), and the rest from offsets below \(\sigma_{\min}\). The second part adds the uniform intensity \(a_0^2\) with weight \(1-f\). The total is

\[
\begin{aligned}
I&=f\left(a_0^2+a_1^2+2a_0a_1\cos\frac{2\pi x}{p}\right)+(1-f)a_0^2\\
&=a_0^2+f a_1^2+2f a_0a_1\cos\frac{2\pi x}{p},
\end{aligned}
\]

so for \(f>0\)

\[
C(f)=\frac{2f a_0a_1}{a_0^2+f a_1^2}
=\frac{2a_0a_1}{a_0^2/f+a_1^2}.
\]

The contrast falls as \(f\) falls. Being above the cutoff for some source points is thus not enough for a good image; the source must also be concentrated at those points.

## Part (c): the 8 nm pattern at the smaller aperture

Here

\[
k_1=\frac{8\ \text{nm}\times0.33}{13.5\ \text{nm}}=0.196,
\qquad D=\frac{1}{2k_1}=2.557 .
\]

The pupil has width 2 in these units. Two orders separated by 2.557 cannot both fit into it, whatever the tilt. The image has no modulation, and the answer is no.

The same argument gives the smallest half-pitch of each aperture. Setting \(D=2\) gives \(h=\lambda/(4\,\mathrm{NA})\), which is 10.23 nm at NA 0.33 and 6.14 nm at NA 0.55. The two patterns of part (a) are larger than these limits by factors of 1.27 and 1.30. The numerical output below includes cutoffs and contrasts obtained from images computed by Fourier filtering of a sampled mask.

## What the factor leaves out

In this scalar, in-focus model, the spacing of the orders in the pupil depends on \(h\), NA and \(\lambda\) through \(k_1\) alone. Two systems with equal \(k_1\) and equal \(\sigma\) then give the same image when \(x\) is measured in periods. This holds while the lens leaves the amplitudes unchanged. Energy conservation in a real lens weights an order of direction sine \(q\) by \([(1-q^2/16)/(1-q^2)]^{1/4}\) for a reduction of 4, and this weight depends on NA itself. It leaves the symmetric pair untouched, but it moves the contrast of the 8 nm pattern from about 0.93 near \(\sigma_{\min}\) to about 0.88 near \(\sigma=1\), and that of the 13 nm pattern from about 0.91 to 0.90.

Polarization breaks this equivalence. Take the symmetric pair of beams, at angles \(\pm\theta\) to the axis, with \(\sin\theta=\sigma_{\mathrm{sym}}\mathrm{NA}=\lambda/(4h)\). If the electric fields lie in the plane containing both beams, their directions differ by \(2\theta\), and the interference term is multiplied by

\[
\cos2\theta=1-2\sin^2\theta .
\]

The finer pattern has the larger \(\theta\) and loses more contrast for this polarization, although its \(k_1\) is slightly higher. Fields perpendicular to that plane are parallel to each other and suffer no such loss.

The clear pupil is an idealization too. EUV optics of NA 0.55 have a central obscuration, which blocks order zero under on-axis light but leaves the symmetric pair at \(\pm0.767\) free. With order zero blocked, a mask of twice the period would print the 16 nm period on axis through its orders \(\pm1\), so the on-axis limit \(k_1=0.5\) belongs to the clear pupil and the mask of period \(p\). Blur in the resist, the random arrival of photons and the thickness of the mask also lie outside \(k_1\). A value above 0.25 says that two orders can reach the wafer. It does not by itself guarantee that the developed resist will show clean lines.

## Calculated quantities

```
Wavelength: 13.5 nm
Two-order contrast from formula: 0.906
--- Half-pitch 13 nm, NA 0.33
Product half-pitch * NA: 4.29 nm
k1 from definition: 0.3178 (rounded 0.32)
k1 from simulated cutoff: 0.3178
Wavelength / NA: 40.91 nm
Smallest half-pitch, on-axis light: 20.45 nm
Smallest half-pitch, offset 1: 10.23 nm
Half-pitch / smallest half-pitch: 1.271
Order separation / NA: 1.573
Minimum source offset: 0.573
Symmetric source offset: 0.787
Simulated contrast, on-axis: 0.000
Simulated contrast, symmetric offset: 0.906
--- Half-pitch 8 nm, NA 0.55
Product half-pitch * NA: 4.40 nm
k1 from definition: 0.3259 (rounded 0.33)
k1 from simulated cutoff: 0.3259
Wavelength / NA: 24.55 nm
Smallest half-pitch, on-axis light: 12.27 nm
Smallest half-pitch, offset 1: 6.14 nm
Half-pitch / smallest half-pitch: 1.304
Order separation / NA: 1.534
Minimum source offset: 0.534
Symmetric source offset: 0.767
Simulated contrast, on-axis: 0.000
Simulated contrast, symmetric offset: 0.906
--- Half-pitch 8 nm, NA 0.33
k1 from definition: 0.1956
Order separation / NA: 2.557
Best simulated contrast over offsets 0 to 1: 0.000
```
